Why a Factorised Thermal Conductivity Cannot Rectify Heat

**1. The reversal experiment**

A solid bar joins two heat reservoirs, one hot and one cold. The heat current is measured, the reservoirs are exchanged, and the current is measured again. If the two magnitudes differ, the bar is a thermal rectifier. It seems natural to seek this behaviour in a bar whose composition changes from one end to the other and whose conductivity depends on temperature: it is asymmetric, its response is nonlinear, and the temperature profile changes shape when the reservoirs are exchanged. These properties are not sufficient. What matters is how position and temperature enter the conductivity together.

Let the solid obey Fourier's law

J = −k(r,T) ∇T,  (1)

where J is the heat flux in W/m² and k is a positive scalar. The conductivity factorises if

k(r,T) = f(r) g(T),  (2)

with f > 0 dimensionless and g > 0 in W/(m K). Equivalently, the ratio of the conductivities at two points, both taken at the same temperature, does not depend on that temperature. A constant factor may be moved from f to g without changing k.

The state is steady, there are no heat sources, and the surface is insulated except at two contacts, which hold the solid itself at uniform temperatures T₁ and T₂. Under these conditions, exchanging T₁ and T₂ reverses the heat current and leaves its magnitude unchanged.

**2. The bar**

Let x run from 0 to L, with end temperatures T_L on the left and T_R on the right. A positive J flows to the right. With no sources and no loss through the sides, energy conservation gives dJ/dx = 0, so J is the same at every x. Equations (1) and (2) become

J = −f(x) g(T) dT/dx.  (3)

Division by f puts all explicit dependence on position on one side:

J/f(x) = −g(T) dT/dx.  (4)

Define the Kirchhoff potential, with an arbitrary reference temperature T_ref, by

Θ(T) = ∫ from T_ref to T of g(T′) dT′.  (5)

By the chain rule, dΘ/dx = g(T) dT/dx, so the right side of (4) is −dΘ/dx. Integrating from 0 to L, with J taken outside the integral because it is constant, gives

J R_f = Θ(T_L) − Θ(T_R),  R_f = ∫₀ᴸ dx/f(x),  (6)

and therefore

J = [Θ(T_L) − Θ(T_R)]/R_f.  (7)

The reference temperature cancels in the difference. Exchanging T_L and T_R changes the sign of the numerator, while R_f contains no temperature. Hence

J(T_R,T_L) = −J(T_L,T_R).  (8)

The spatial asymmetry has not been assumed small. It enters through the single number R_f, which is the same whichever end is hot.

Nonlinearity is still present. Take g = k₀T₀/T, for which Θ = k₀T₀ ln(T/T_ref), and write T_L = T_m + D/2 and T_R = T_m − D/2. Then

J = (k₀T₀/R_f) ln[(T_m + D/2)/(T_m − D/2)] = (2k₀T₀/R_f) artanh(D/2T_m).  (9)

For |D| much smaller than T_m this tends to k₀T₀D/(T_m R_f), the linear response. At larger bias the current grows faster than D, but it remains an odd function of D. Rectification requires an even part in J(D), and nonlinearity alone does not supply one.

**3. A body of any shape**

The result does not depend on one-dimensional flow. In a connected body, ∇Θ = g(T)∇T, so

J = −f(r) ∇Θ.  (10)

The steady state has ∇·J = 0, and on insulated surfaces n·J = 0, where n is the outward normal. Thus

∇·(f∇Θ) = 0 in the body,  n·∇Θ = 0 on insulated surfaces,  (11)

with Θ = Θ₁ on contact 1 and Θ = Θ₂ on contact 2, where Θᵢ = Θ(Tᵢ). Every condition is linear in Θ, although the original problem was nonlinear in T. Let φ satisfy (11) with φ = 1 on contact 1 and φ = 0 on contact 2. Then

Θ(r) = Θ₂ + (Θ₁ − Θ₂) φ(r)  (12)

satisfies the equation and all the boundary conditions.

It is the only solution. If w is the difference of two solutions, it vanishes on both contacts and has n·∇w = 0 elsewhere on the surface. The divergence theorem, with ∇·(f∇w) = 0, gives

∫ f|∇w|² dV = ∮ w f n·∇w dA = 0.  (13)

Since f > 0, w is constant, and since it vanishes on the contacts, w = 0. The same argument applied to the part of φ above 1, and to the part below 0, shows that 0 ≤ φ ≤ 1. So Θ stays between Θ₁ and Θ₂. Because g > 0, Θ increases strictly with T, and each value of Θ fixes one temperature between T₁ and T₂.

The heat entering through contact 1 is

Q = −∫₁ n·J dA = ∫₁ f n·∇Θ dA = S(Θ₁ − Θ₂),  S = ∫₁ f n·∇φ dA,  (14)

where the subscript 1 denotes integration over contact 1. The factor S depends on f and on the geometry, not on T₁ or T₂. It is also positive: the divergence theorem applied to φf∇φ gives S = ∫ f|∇φ|² dV, since φ = 1 on contact 1, φ = 0 on contact 2 and n·∇φ = 0 on the rest. Exchanging the contact temperatures therefore changes Q to −Q. For a bar of cross-section A, S = A/R_f, which recovers (7).

**4. Why the profiles may differ while the currents agree**

Let the subscript f denote the original arrangement and r the reversed one. Equation (12) gives

Θ_f = Θ₂ + (Θ₁ − Θ₂)φ,  Θ_r = Θ₁ + (Θ₂ − Θ₁)φ.  (15)

On addition the terms in φ cancel:

Θ_f(r) + Θ_r(r) = Θ₁ + Θ₂ at every point.  (16)

Reversal reflects the potential about ½(Θ₁ + Θ₂), the mean of its two contact values. It does not in general reflect the temperature, because Θ is a nonlinear function of T. For g = k₀T₀/T, (16) says that the sum of the logarithms is fixed, or

T_f(r) T_r(r) = T₁T₂.  (17)

A point that is hotter in one arrangement is colder in the other, and g changes there accordingly. The gradient of T changes by the inverse factor, so that the product g∇T only changes sign.

**5. A graded bar between 400 K and 200 K**

Take round model parameters: L = 1 mm, k₀ = 100 W/(m K), T₀ = 300 K, and

f = 1 + 4(x/L)²,  g = k₀T₀/T.  (18)

At equal temperature the right end conducts five times as well as the left. The two integrals are

R_f = (L/2) arctan 2 = 0.55357 mm,  (19)

∫ g dT = k₀T₀ ln(400/200) = 30000 × ln 2 W/m = 20794 W/m.  (20)

Equation (7) gives

|J| = 20794 W/m ÷ (0.55357 × 10⁻³ m) = 3.756 × 10⁷ W/m²,  (21)

or 3756 W/cm². A direct integration of (3) in the variable T, with J adjusted until the far end reaches its prescribed temperature, gives +3.756391 × 10⁷ W/m² with the left end hot and −3.756391 × 10⁷ W/m² with the right end hot. The temperatures inside the bar are quite different:

x/L = 0.25: 299.22 K left hot, 267.36 K right hot
x/L = 0.50: 244.63 K left hot, 327.02 K right hot
x/L = 0.75: 216.19 K left hot, 370.04 K right hot

At the midpoint the product is 80000 K², equal to 400 K × 200 K as (17) requires. With the left end hot, the left half takes the fraction ln(400/244.63)/ln 2 = 0.71 of the potential drop. It contains the poorer conductor, and by (6) the drop in Θ across any part is proportional to its share of R_f.

The result does not rest on a monotonic g. With f = exp[1.5x/L + 0.4 sin(7x/L)] and g = k₀[1 + 0.5 sin(T/25 K)], direct integration gives ±4.258901 × 10⁷ W/m² for the two directions, again in agreement with (7).

A square plate tests (14). With x and y measured in units of the side, f = 1 + 3x + 2y². One contact covers the quarter of the left edge from y = 0 to y = 0.25, and the other the whole right edge. For a plate, Q is taken per unit thickness and S is dimensionless. On a grid of 40 × 40 cells S = 1.17691, so (14) predicts 1.17691 × 20794 W/m = 24473 W/m. The nonlinear problem solved in T on the same grid gives +24470 and −24470 W/m.

The relative difference of about 1 part in 8000 from the prediction comes from the discretisation. Between neighbouring cells a and b the numerical flux uses g at their mean temperature, and so replaces ln(T_a/T_b) by 2(T_a − T_b)/(T_a + T_b) = 2 tanh[½ ln(T_a/T_b)]. This is slightly smaller in magnitude, which lowers the current, but it is odd, which keeps the two directions equal. The comparison does not measure the grid error of S itself, which is much larger: on this grid S is about 2 % below the value approached on finer grids.

**6. What happens without factorisation**

Return to the bar with a general smooth k(x,T). Let the ends be at T_m ± D/2, and expand about the mean temperature:

k(x,T) = a(x)[1 + b(x)u + O(u²)],  u = T − T_m.  (22)

Here a is the conductivity at T_m, and b is its relative temperature coefficient, b = ∂ln k/∂T at T_m. Define the area-specific resistance, in m² K/W, and the fraction of it lying to the left of x:

R = ∫₀ᴸ dx/a,  s(x) = (1/R) ∫₀ˣ dx′/a(x′),  ds = dx/(aR).  (23)

Let D > 0 mean that the left end is hot, and D < 0 that the right end is hot. Integrating dT/dx = −J/k over the bar gives

D = J ∫₀ᴸ dx/k = J ∫₀ᴸ (dx/a)[1 − b u + O(D²)].  (24)

The term b u already carries one power of D, so u is needed there to first order only. At that order J = D/R and du/dx = −D/(aR), that is, du/ds = −D. With u = D/2 at s = 0,

u = D(½ − s) + O(D²).  (25)

Substitution into (24), with dx/a = R ds, gives

D = J R [1 − D ∫₀¹ b(½ − s) ds + O(D²)],  (26)

and, on inverting the bracket,

J(D) = (D/R)[1 + D ∫₀¹ b(½ − s) ds + O(D²)].  (27)

Write J₊ = J(D) and J₋ = J(−D) for D > 0, and define the rectification as

ε = (|J₊| − |J₋|) / [½(|J₊| + |J₋|)].  (28)

If J = c₁D + c₂D² + c₃D³ + …, then |J₊| = c₁D + c₂D² + c₃D³ + … and |J₋| = c₁D − c₂D² + c₃D³ − …. Their difference is 2c₂D² + O(D⁴) and their mean is c₁D + O(D³), so ε = 2c₂D/c₁ + O(D³). Reading c₁ and c₂ from (27),

ε = D ∫₀¹ b(s)(1 − 2s) ds + O(D³).  (29)

For a factorised conductivity, b = g′(T_m)/g(T_m) is the same everywhere, and the integral vanishes because ∫₀¹(1 − 2s) ds = 0. The function a(x) may be as asymmetric as one likes. At leading order rectification requires an asymmetric temperature coefficient, with position measured by the accumulated resistance s.

As an example, let the exponent of the temperature law vary along the bar:

k = k₀ f(x) (T₀/T)^(2x/L),  (30)

with the same f as in (18). At T_m = T₀, b = −2x/(L T₀). Equations (18) and (23) give s = arctan(2x/L)/α, with α = arctan 2, so 2x/L = tan(αs) and

ε ≈ (D/T₀) ∫₀¹ tan(αs)(2s − 1) ds.  (31)

The integral is positive: pairing s with 1 − s gives the larger value of the tangent the positive weight. Physically, the current is larger when the part whose conductivity falls most steeply with temperature is at the cold end.

For D = 200 K, (31) gives 19.8 %. The full solution has fluxes 4.095 × 10⁷ W/m² with the left end hot and 3.341 × 10⁷ W/m² with the right end hot, so

ε = (4.095 − 3.341)/3.718 = 20.3 %.  (32)

The leading term is low by about 2 % of the full value. At D = 10 K the two values are 0.99127 % and 0.99132 %. The absolute discrepancy falls from 0.46 to 0.00005 percentage points when D falls by a factor of 20, consistent with the cubic correction in (29). In the square plate, replacing g by k₀(T₀/T)^(2x) likewise destroys the symmetry: on the same 40 × 40 grid the currents become 25969 and 21879 W/m, and ε = 17.1 %. These values carry the grid error: on finer grids both currents rise by about 2 % and ε approaches 17.2 %.

**7. Factorisation is sufficient, not necessary**

Suppose that k(L − x,T) = k(x,T), whether or not k factorises. If T_f(x) solves the bar problem with flux J, set T_r(x) = T_f(L − x). This profile has the exchanged end temperatures, and its derivative is −T_f′(L − x), where the prime denotes the derivative of T_f with respect to its argument. Its flux is

−k(x,T_r) dT_r/dx = k(L − x,T_f(L − x)) T_f′(L − x) = −J.  (33)

The mirror image is thus the reversed solution, and the magnitudes agree. For example, k = k₀(T₀/T)^[8(x/L)(1 − x/L)] does not factorise, and its computed |ε| between 400 K and 200 K is below 10⁻⁸. The absence of rectification therefore does not prove that a conductivity factorises.

**8. Contacts can restore rectification**

The theorem exchanges the temperatures of the solid's own surfaces. In an experiment the reservoirs are exchanged, and a contact resistance may lie between reservoir and solid. Put a constant area-specific resistance R_c at the left end of the factorised bar, and let T_L and T_R now be reservoir temperatures. The left surface of the solid is at T_L − J R_c, so (6) becomes

J R_f = Θ(T_L − J R_c) − Θ(T_R).  (34)

The unknown flux now stands inside Θ at one end only. If g is constant, Θ is linear and the current is still odd under exchange; if g varies with temperature, the symmetry is in general lost.

The small-bias effect follows from (29). A constant resistance acts as a layer with b = 0. Let it hold the fraction r of the total resistance at T_m, so that it occupies 0 < s < r, while the bar has uniform b. Then

ε ≈ D b ∫ᵣ¹ (1 − 2s) ds = D b [(1 − r) − (1 − r²)] = −b r(1 − r) D.  (35)

The effect vanishes for r → 0, where the contact is perfect, and for r → 1, where the temperature-independent contact controls the current. At fixed b and D the leading term (35) is largest at r = ½.

For the bar of (18), b = −1/T₀ at T_m = T₀. Choose R_c = 5 × 10⁻⁶ m² K/W. The bar's own resistance at T₀ is R_f/k₀ = 5.536 × 10⁻⁶ m² K/W, so r = 5/10.536 = 0.4746. For D = 200 K, (35) gives

ε ≈ 0.4746 × 0.5254 × 200/300 = 16.6 %.  (36)

The full solution gives 2.103 × 10⁷ W/m² with the left end hot and 1.770 × 10⁷ W/m² with the right end hot, hence ε = 17.2 %. At D = 10 K the estimate and the full value are 0.83118 % and 0.83125 %.

The surface temperatures show the cause. With the left reservoir hot, the contact takes J R_c = 105 K, and the solid lies between 295 K and 200 K. With the right reservoir hot, the contact takes 89 K, and the solid lies between 400 K and 289 K. The solid is colder in the first case, and since g falls with temperature it conducts better.

If equal constant resistances are placed at both ends, the bar equation is

J R_f = Θ(T_L − J R_c) − Θ(T_R + J R_c).  (37)

Exchange T_L and T_R and replace J by −J. The left side changes sign, and the right side becomes Θ(T_R + J R_c) − Θ(T_L − J R_c), which is also the negative of its former value. So −J solves the exchanged problem. It is the only solution, because the left side of (37) increases with J while the right side decreases. Rectification is absent for any f, and the computed |ε| is below 10⁻⁸.

A temperature-dependent contact at one end is also harmless if it follows the same potential as the solid. If J = h[Θ(T_L) − Θ(T_s)], where T_s is the surface temperature and h is constant, then adding J/h = Θ(T_L) − Θ(T_s) to J R_f = Θ(T_s) − Θ(T_R) gives J(R_f + 1/h) = Θ(T_L) − Θ(T_R), which is odd.

**9. Range of validity**

The argument uses a local conductivity. This requires the distance between the contacts, and the lengths over which f and T change appreciably, to be much greater than the mean free path of the heat carriers. In a nanoscale sample this may not hold. The flux at a point is then in general not fixed by the local gradient, (1) fails, and the theorem makes no statement. Nor does the proof cover heat loss through the sides, internal sources or transient currents, since each of them removes the condition ∇·J = 0 or the insulated boundary used in (11).

The proof also takes k to be a scalar and the temperature to be continuous inside the body. In an anisotropic crystal whose principal conductivities follow different temperature laws, an asymmetric shape can rectify although the material is uniform: the plate of Section 5 with uniform conductivities k₀T₀/T along x and k₀ along y gives ε of about 3 % between 400 K and 200 K. A thermal resistance at an internal interface, as in a layered or composite solid, acts like the contact of Section 8: a constant 10⁻⁶ m² K/W at the midpoint of the bar of (18) gives ε = −3.9 %, while 10⁻⁸ m² K/W gives less than 0.1 % in magnitude.

Within its range, that is for a scalar local conductivity with negligible internal interface resistance, the theorem gives a design rule. Grading the composition, porosity or shape of a solid does not produce a rectifier if the grading merely rescales one common temperature law. If the surface temperatures of the solid are exchanged, rectification requires parts that differ in the temperature dependence of their conductivity, although Section 7 shows that such a difference is not always enough. If the reservoir temperatures are exchanged, contact resistances can also produce rectification, as in Section 8.

Computed results

```
bar length: 1.0 mm
k0: 100 W/(m K), T0: 300 K
contact temperatures: 400 K and 200 K
FACTORISED BAR
integral of dx/f over bar: 0.55357 mm
integral of g dT: 20794.42 W/m
flux from formula: 3.756391e+07 W/m^2
flux, left hot, direct: 3.756391e+07 W/m^2
flux, right hot, direct: -3.756391e+07 W/m^2
flux from formula: 3756.4 W/cm^2
x/L=0.00: T left hot 400.00 K, right hot 200.00 K
x/L=0.25: T left hot 299.22 K, right hot 267.36 K
x/L=0.50: T left hot 244.63 K, right hot 327.02 K
x/L=0.75: T left hot 216.19 K, right hot 370.04 K
x/L=1.00: T left hot 200.00 K, right hot 400.00 K
product of midpoint temperatures: 80000.00 K^2
SECOND FACTORISED BAR (oscillating g)
flux from formula: 4.258901e+07 W/m^2
flux, left hot: 4.258901e+07 W/m^2
flux, right hot: -4.258901e+07 W/m^2
BAR WITH GRADED EXPONENT (not factorised)
flux, left hot: 4.09521e+07 W/m^2
flux, right hot: -3.34106e+07 W/m^2
eps at 200 K bias: 20.283 %
leading-order eps at 200 K: 19.825 %
eps at 10 K bias: 0.99132 %
leading-order eps at 10 K: 0.99127 %
mirror-symmetric bar, |eps| below 1e-8: True
FACTORISED BAR WITH LEFT CONTACT RESISTANCE
contact resistance: 5.00e-06 m^2 K/W
bar resistance at T0: 5.5357e-06 m^2 K/W
contact fraction r: 0.47457
flux, left hot: 2.10326e+07 W/m^2
flux, right hot: -1.77045e+07 W/m^2
eps at 200 K bias: 17.183 %
leading-order eps at 200 K: 16.624 %
eps at 10 K bias: 0.83125 %
leading-order eps at 10 K: 0.83118 %
equal contacts, |eps| below 1e-8: True
SQUARE PLATE, UNEQUAL CONTACTS
grid: 40 x 40 cells
shape factor S: 1.17691 (dimensionless)
Q from formula: 24473.19 W/m
Q, left hot: 24470.14 W/m
Q, right hot: -24470.14 W/m
graded exponent, Q left hot: 25969.27 W/m
graded exponent, Q right hot: -21878.72 W/m
graded exponent, eps: 17.098 %
```
